**Orbital contributions to the oxygen shielding of formaldehyde**

The program shows that, with one common gauge origin, the Hartree–Fock shielding is a trace over occupied orbitals, so that its sum, but not its bond and lone-pair parts, is independent of the localization. `W` is the occupied rotation, `u` holds the first-order coefficients, `L` is $\mathbf r\times\nabla$, `G` is $\mathbf r\times\nabla/r^3$, and `M` is the isotropic contribution matrix. It asserts that the paramagnetic orbital parts agree with self-consistent calculations in a small finite field, and that the full orbital contributions agree with Biot–Savart quadrature of the orbital currents. It also asserts that random rotations do not improve the localized sets and that a rotated set with equal contributions exists. In def2-SVP both localizations sum to −410.0 ppm, while their sorted orbital parts differ by up to 199 ppm. With separate gauge origins the two totals are −331.2 and −374.0 ppm in def2-SVP, and −446.0 and −446.4 ppm in uncontracted def2-TZVP. The program asserts that this gauge-related difference, measured on the full tensor, is smaller in the larger basis, and that the orbital parts still disagree there.

## Program and output

```python
"""
Result under test: in closed-shell Hartree-Fock theory with one common gauge
origin, the nuclear shielding is a trace over occupied orbitals. Its sum is
invariant under occupied rotations; bond and lone-pair parts are not.
If every orbital has its own gauge origin, the sum is invariant only in the
complete-basis limit.
Symbols: W = occupied rotation, u = real first-order coefficients (the
first-order orbital is -i times virtual orbitals times u), L = r x nabla,
G = r x nabla / r^3, alpha = fine-structure constant. Oxygen, the nucleus
studied, is at the coordinate origin. Atomic units; shieldings in ppm.
"""
from types import SimpleNamespace
import numpy as np
from scipy.constants import fine_structure as alpha
from scipy.linalg import eigh, expm
from scipy.optimize import brentq
from pyscf import gto, scf, dft, ao2mo

PPM = 1e6 * alpha**2
EPS = np.zeros((3, 3, 3))
for a, b, c in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    EPS[a, b, c], EPS[a, c, b] = 1.0, -1.0

R_CO, R_CH, HCH = 1.20, 1.10, 120.0          # angstrom, angstrom, degree
half = np.radians(HCH / 2)
y_h, z_h = R_CH * np.sin(half), R_CO + R_CH * np.cos(half)
ATOMS = [("O", (0, 0, 0)), ("C", (0, 0, R_CO)),
         ("H", (0, y_h, z_h)), ("H", (0, -y_h, z_h))]


def with_quadrature_phase(library, occupied, quadrature):
    """Fix the overall sign convention of a library integral by quadrature."""
    block = np.array([occupied.T @ m @ occupied for m in library])
    sign = np.sign(np.vdot(block, quadrature))
    assert np.allclose(sign * block, quadrature, atol=2e-4)
    return sign * library


def analyse(basis):
    """SCF, magnetic response and all one-electron matrices for one basis."""
    s = SimpleNamespace()
    mol = gto.M(atom=ATOMS, basis=basis, unit="Angstrom", verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-12
    s.energy = mf.kernel()
    assert mf.converged
    s.mol, s.mf = mol, mf
    n = mol.nelectron // 2
    s.n = n
    s.Co, s.Cv = mf.mo_coeff[:, :n], mf.mo_coeff[:, n:]
    nv = s.Cv.shape[1]

    grid = dft.gen_grid.Grids(mol)
    grid.level = 4
    grid.build()
    s.pts, s.wts = grid.coords, grid.weights
    blocks = []
    for p in range(0, len(s.wts), 10000):
        ao = dft.numint.eval_ao(mol, s.pts[p:p + 10000], deriv=1)
        blocks.append(ao @ s.Co)
    orb = np.concatenate(blocks, axis=1)
    phi, grad = orb[0], orb[1:]
    r3 = np.linalg.norm(s.pts, axis=1)**3
    rxgrad = np.einsum("xyz,gy,zgj->xgj", EPS, s.pts, grad)
    quad_L = np.array([(phi * s.wts[:, None]).T @ m for m in rxgrad])
    quad_G = np.array([(phi * (s.wts / r3)[:, None]).T @ m for m in rxgrad])
    s.L = with_quadrature_phase(mol.intor("int1e_cg_irxp", comp=3),
                                s.Co, quad_L)
    s.G = with_quadrature_phase(mol.intor("int1e_prinvxp", comp=3),
                                s.Co, quad_G)

    # Occupied matrices of r_a r_b / r^3 and r_a / r^3
    s.T = np.array([[(phi * (s.wts * s.pts[:, a] * s.pts[:, b] / r3)[:, None]
                      ).T @ phi for b in range(3)] for a in range(3)])
    s.V = np.array([(phi * (s.wts * s.pts[:, a] / r3)[:, None]).T @ phi
                    for a in range(3)])
    inverse_r = s.Co.T @ mol.intor("int1e_rinv") @ s.Co
    assert np.allclose(np.einsum("aaij->ij", s.T), inverse_r, atol=2e-4)
    ip = np.array([s.Co.T @ m @ s.Co
                   for m in mol.intor("int1e_iprinv", comp=3)])
    assert np.allclose(s.V, ip + ip.transpose(0, 2, 1), atol=2e-4)

    # Response to an imaginary perturbation: exchange only
    ovov = ao2mo.general(mf._eri, (s.Co, s.Cv, s.Co, s.Cv),
                         compact=False).reshape(n, nv, n, nv)
    oovv = ao2mo.general(mf._eri, (s.Co, s.Co, s.Cv, s.Cv),
                         compact=False).reshape(n, n, nv, nv)
    hess = (ovov.transpose(0, 3, 2, 1) - oovv.transpose(0, 2, 1, 3))
    hess = hess.reshape(n * nv, n * nv)
    gaps = mf.mo_energy[None, n:] - mf.mo_energy[:n, None]
    hess = hess + np.diag(gaps.ravel())
    nabla = -mol.intor("int1e_ipovlp", comp=3)
    perturb = np.concatenate([0.5 * s.L, nabla])
    rhs = np.array([-(s.Cv.T @ m @ s.Co).T.ravel() for m in perturb])
    u = np.linalg.solve(hess, rhs.T).T.reshape(6, n, nv).transpose(0, 2, 1)
    s.uL, s.uP = u[:3], u[3:]
    s.Gov = np.array([s.Co.T @ m @ s.Cv for m in s.G])
    s.Goo = np.array([s.Co.T @ m @ s.Co for m in s.G])
    s.r = np.array([s.Co.T @ m @ s.Co for m in mol.intor("int1e_r", comp=3)])

    S = mol.intor("int1e_ovlp")
    s.S = S
    s.Q = []
    for _, _, start, stop in mol.aoslice_by_atom():
        half_q = s.Co[start:stop].T @ (S[start:stop] @ s.Co)
        s.Q.append(0.5 * (half_q + half_q.T))
    s.Q = np.array(s.Q)
    px = [i for i, name in enumerate(mol.ao_labels()) if "px" in name]
    s.pi = int(np.argmax((s.Co[px]**2).sum(axis=0)))
    return s


def spread_value(X, W):
    return (np.einsum("ij,kil,lj->kj", W, X, W, optimize=True)**2).sum()


def localize(s, X):
    """Maximize the sum of squared diagonals over valence rotations."""
    X = X[:, 2:, 2:]
    m = X.shape[1]
    rng = np.random.default_rng(7)
    best, best_W = -np.inf, None
    for _ in range(6):
        W = np.linalg.qr(rng.normal(size=(m, m)))[0]
        Y = np.array([W.T @ x @ W for x in X])
        for _sweep in range(300):
            largest = 0.0
            for i in range(m):
                for j in range(i):
                    d, x = Y[:, i, i] - Y[:, j, j], Y[:, i, j]
                    num, den = d @ x, d @ d / 4 - x @ x
                    if np.hypot(num, den) < 1e-13:
                        continue
                    t = np.arctan2(num, den) / 4
                    largest = max(largest, abs(t))
                    rot = np.array([[np.cos(t), -np.sin(t)],
                                    [np.sin(t), np.cos(t)]])
                    W[:, [i, j]] = W[:, [i, j]] @ rot
                    Y[:, :, [i, j]] = Y[:, :, [i, j]] @ rot
                    Y[:, [i, j], :] = rot.T @ Y[:, [i, j], :]
            if largest < 1e-8:
                break
        value = spread_value(X, W)
        if value > best:
            best, best_W = value, W.copy()
    for _ in range(100):                      # is it really a maximum?
        k = rng.normal(size=(m, m)) * 0.02
        assert spread_value(X, best_W @ expm(k - k.T)) <= best + 1e-9
    full = np.eye(s.n)
    full[2:, 2:] = best_W
    return full


def describe(s, W):
    """Order orbitals: cores, CH bonds, CO bonds, oxygen lone pairs."""
    q = np.einsum("ij,kil,lj->kj", W, s.Q, W, optimize=True)
    pops = np.array([q[0], q[1], q[2] + q[3]])
    pi_weight = W[s.pi]**2
    valence = sorted(range(2, s.n), key=lambda j: -pops[2, j])
    rest = sorted(valence[2:], key=lambda j: -pops[1, j])
    order = [0, 1] + valence[:2]
    for pair in (rest[:2], rest[2:]):
        order += sorted(pair, key=lambda j: (-round(pi_weight[j], 2), j))
    return W[:, order], pops[:, order], pi_weight[order]


def contributions(s, W, centers):
    """Diamagnetic and paramagnetic tensors, orbital j with gauge centers[j]."""
    gov = np.einsum("ij,xia->xja", W, s.Gov)
    goo = np.array([W.T @ m @ W for m in s.Goo])
    r = np.array([W.T @ m @ W for m in s.r])
    T = np.einsum("ij,abil,lj->jab", W, s.T, W, optimize=True)
    V = np.einsum("ij,ail,lj->ja", W, s.V, W, optimize=True)
    k = 0.5 * np.einsum("abc,jb->jac", EPS, centers)
    u = s.uL @ W - np.einsum("jxc,caj->xaj", k, s.uP @ W)
    para = -4 * np.einsum("yja,xaj->jxy", gov, u)
    dk = 0.5 * (k[:, None] - k[None, :])      # occupied-pair gauge term
    para += 4 * np.einsum("yji,jixc,cij->jxy", goo, dk, r, optimize=True)
    scalar = np.einsum("jaa->j", T) - (V * centers).sum(axis=1)
    dia = (scalar[:, None, None] * np.eye(3) - T
           + V[:, :, None] * centers[:, None, :])
    return PPM * dia, PPM * para


def iso(tensors):
    return np.trace(tensors, axis1=-2, axis2=-1) / 3


def centroids(s, W):
    return np.einsum("ij,cil,lj->jc", W, s.r, W, optimize=True)


def field_densities(s, B):
    """Self-consistent complex density for a field B along x, y and z."""
    N = s.S.shape[0]
    eri = ao2mo.restore(1, s.mf._eri, N)
    Jm = eri.reshape(N * N, N * N)
    Km = np.ascontiguousarray(eri.transpose(0, 3, 1, 2)).reshape(N * N, N * N)
    h0, out = s.mf.get_hcore(), []
    for axis in range(3):
        h = h0 - 0.5j * B * s.L[axis]         # B^2 terms cannot enter here
        D = (2 * s.Co @ s.Co.T).astype(complex)
        for _ in range(300):
            J = (Jm @ D.real.ravel()).reshape(N, N)
            K2 = Km @ np.column_stack([D.real.ravel(), D.imag.ravel()])
            K = (K2[:, 0] + 1j * K2[:, 1]).reshape(N, N)
            C = eigh(h + J - 0.5 * K, s.S)[1][:, :s.n]
            new = 2 * C @ C.conj().T
            change = abs(new - D).max()
            D = 0.75 * new + 0.25 * D
            if change < 1e-10:
                break
        assert change < 1e-9
        out.append(new)
    return out


def field_para(s, densities, B, W):
    """Paramagnetic orbital parts and density-only total by differences."""
    parts, total = np.zeros(s.n), 0.0
    for axis, D in enumerate(densities):
        hm = -1j * s.G[axis]
        for sign, dens in ((1, D), (-1, D.conj())):
            c = 0.5 * dens @ s.S @ s.Co @ W
            value = 2 * np.einsum("mj,mn,nj->j", c.conj(), hm, c,
                                  optimize=True).real
            parts += sign * value / (2 * B) / 3
            total += sign * np.trace(hm @ dens).real / (2 * B) / 3
    return PPM * parts, PPM * total


def biot_savart(s, W):
    """Orbital shieldings by quadrature of the induced orbital currents."""
    result = np.zeros(s.n)
    for p in range(0, len(s.wts), 10000):
        x, w = s.pts[p:p + 10000], s.wts[p:p + 10000]
        ao = dft.numint.eval_ao(s.mol, x, deriv=1)
        f = ao @ (s.Co @ W)
        for axis in range(3):
            v = ao @ (s.Cv @ s.uL[axis] @ W)
            A = 0.5 * np.cross(np.eye(3)[axis], x).T
            J = 2 * (v[0] * f[1:] - f[0] * v[1:] + A[:, :, None] * f[0]**2)
            b, c = (axis + 1) % 3, (axis + 2) % 3
            torque = x[:, b, None] * J[c] - x[:, c, None] * J[b]
            result += (w / np.linalg.norm(x, axis=1)**3) @ torque / 3
    return PPM * result


def equalizing_rotation(M):
    """Plane rotations that make all diagonal elements of M equal."""
    M, n = M.copy(), len(M)
    W, active, mean = np.eye(n), list(range(n)), np.trace(M) / n
    while len(active) > 1:
        i = max(active, key=lambda q: M[q, q])
        j = min(active, key=lambda q: M[q, q])
        if M[i, i] - M[j, j] < 1e-10:
            break

        def excess(t):
            return (M[i, i] * np.cos(t)**2 + M[j, j] * np.sin(t)**2
                    + M[i, j] * np.sin(2 * t) - mean)
        t = brentq(excess, 0, np.pi / 2, xtol=1e-14)
        R = np.eye(n)
        R[i, i] = R[j, j] = np.cos(t)
        R[j, i], R[i, j] = np.sin(t), -np.sin(t)
        M, W = R.T @ M @ R, W @ R
        active.remove(i)
    return W


NAMES = ["O core", "C core", "CH a", "CH b", "CO a", "CO b", "lone a", "lone b"]
small, large = analyse("def2-svp"), analyse("unc-def2-tzvp")
data = {}
for tag, s in (("small", small), ("large", large)):
    zero = np.zeros((s.n, 3))
    for scheme, X in (("Boys", s.r), ("PM", s.Q)):
        W, pops, pi_weight = describe(s, localize(s, X))
        dia, para = contributions(s, W, zero)
        dd, dp = contributions(s, W, centroids(s, W))
        data[tag, scheme] = SimpleNamespace(
            W=W, pops=pops, pi=pi_weight, dia=iso(dia), para=iso(para),
            total=iso(dia + para), dist=iso(dd + dp),
            dist_tensor=(dd + dp).sum(axis=0))
    at_carbon = np.tile(s.mol.atom_coord(1), (s.n, 1))
    cd, cp = contributions(s, np.eye(s.n), at_carbon)
    s.sigma_carbon_origin = iso(cd + cp).sum()

B = 5e-4
densities = field_densities(small, B)
field_error, current_error = 0.0, 0.0
for scheme in ("Boys", "PM"):
    d = data["small", scheme]
    parts, field_total = field_para(small, densities, B, d.W)
    field_error = max(field_error, abs(parts - d.para).max())
    assert abs(field_total - d.para.sum()) < 0.05
    current_error = max(current_error,
                        abs(biot_savart(small, d.W) - d.total).max())
assert field_error < 0.05 and current_error < 0.05

# Contribution matrix in canonical orbitals, and its equalized diagonal
M = -4 / 3 * np.einsum("xia,xaj->ij", small.Gov, small.uL)
M = PPM * (0.5 * (M + M.T) + 2 / 3 * np.einsum("aaij->ij", small.T))
W_eq = equalizing_rotation(M)
eq_dia, _ = contributions(small, W_eq, np.zeros((small.n, 3)))
equal = iso(eq_dia) + field_para(small, densities, B, W_eq)[0]
assert np.ptp(equal) < 0.1
limits = np.linalg.eigvalsh(M)

orbital_gap, dist_gap, origin_gap = {}, {}, {}
for tag, s in (("small", small), ("large", large)):
    b, p = data[tag, "Boys"], data[tag, "PM"]
    orbital_gap[tag] = abs(np.sort(b.total) - np.sort(p.total)).max()
    dist_gap[tag] = np.linalg.norm(b.dist_tensor - p.dist_tensor)
    origin_gap[tag] = abs(s.sigma_carbon_origin - b.total.sum())
    assert orbital_gap[tag] > 5.0
    assert abs(b.total.sum() - p.total.sum()) < 1e-6
assert dist_gap["large"] < dist_gap["small"]
assert origin_gap["large"] < origin_gap["small"]

print(f"Geometry: CO {R_CO:.2f} A, CH {R_CH:.2f} A, HCH {HCH:.0f} deg")
print(f"Small basis def2-SVP: {small.S.shape[0]} functions, "
      f"E = {small.energy:.6f} hartree")
print(f"Large basis unc-def2-TZVP: {large.S.shape[0]} functions, "
      f"E = {large.energy:.6f} hartree")
print("Oxygen shielding; common = gauge at O, dist = gauge at centroids")
for scheme in ("Boys", "PM"):
    d = data["small", scheme]
    print(f"{scheme}, small basis: populations O C H, pi weight; then ppm:"
          " dia para common dist")
    for j, name in enumerate(NAMES):
        print(f"{name:7s}{d.pops[0, j]:6.2f}{d.pops[1, j]:6.2f}"
              f"{d.pops[2, j]:6.2f}{d.pi[j]:6.2f}{d.dia[j]:9.2f}"
              f"{d.para[j]:9.2f}{d.total[j]:9.2f}{d.dist[j]:9.2f}")
    print(f"sum (ppm): dia {d.dia.sum():.2f}, para {d.para.sum():.2f}, "
          f"common {d.total.sum():.4f}, dist {d.dist.sum():.2f}")
print(f"Finite field B = {B:.1e} a.u.: para total {field_total:.2f} ppm")
print(f"Largest orbital error, finite field: {field_error:.1e} ppm")
print(f"Largest orbital error, Biot-Savart: {current_error:.1e} ppm")
print(f"Eigenvalue limits of one contribution: {limits[0]:.2f} to "
      f"{limits[-1]:.2f} ppm")
print(f"Equalized set: each {equal.mean():.2f} ppm, spread "
      f"{np.ptp(equal):.1e} ppm")
print("Large basis, ppm, order: " + ", ".join(NAMES))
for scheme in ("Boys", "PM"):
    d = data["large", scheme]
    for kind, values in (("common", d.total), ("dist", d.dist)):
        print(f"{scheme} {kind}: " + " ".join(f"{x:.2f}" for x in values)
              + f"; sum {values.sum():.2f}")
    print(f"{scheme} large-basis pi weights, CO and lone pairs: "
          + " ".join(f"{x:.2f}" for x in d.pi[4:]))
for tag, s in (("small", small), ("large", large)):
    print(f"{tag}: largest Boys/PM gap of sorted orbital parts "
          f"{orbital_gap[tag]:.2f} ppm")
    print(f"{tag}: Boys/PM gap of distributed total tensor (norm) "
          f"{dist_gap[tag]:.3f} ppm")
    print(f"{tag}: total with common origin at C "
          f"{s.sigma_carbon_origin:.2f} ppm, shift {origin_gap[tag]:.2f} ppm")
print("verified")
```

Printed output:

```
Geometry: CO 1.20 A, CH 1.10 A, HCH 120 deg
Small basis def2-SVP: 38 functions, E = -113.778427 hartree
Large basis unc-def2-TZVP: 108 functions, E = -113.917864 hartree
Oxygen shielding; common = gauge at O, dist = gauge at centroids
Boys, small basis: populations O C H, pi weight; then ppm: dia para common dist
O core   1.00  0.00 -0.00  0.00   269.55    -0.00   269.55   269.54
C core  -0.00  1.00  0.00  0.00    15.66    -4.04    11.61     0.07
CH a    -0.01  0.53  0.48  0.00    11.03   -33.42   -22.40   -20.46
CH b    -0.01  0.53  0.48  0.00    11.03   -33.42   -22.40   -20.46
CO a     0.62  0.38 -0.00  0.50    32.32  -113.74   -81.42   -71.41
CO b     0.62  0.38 -0.00  0.50    32.32  -113.74   -81.42   -71.41
lone a   0.98  0.02 -0.00  0.00    40.10  -281.87  -241.77  -208.52
lone b   0.98  0.02 -0.00  0.00    40.10  -281.87  -241.77  -208.52
sum (ppm): dia 452.11, para -862.11, common -410.0047, dist -331.17
PM, small basis: populations O C H, pi weight; then ppm: dia para common dist
O core   1.00  0.00 -0.00  0.00   269.55    -0.00   269.55   269.54
C core  -0.00  1.00  0.00  0.00    15.66    -4.04    11.61     0.10
CH a    -0.01  0.53  0.48  0.00    10.92   -22.66   -11.74   -11.48
CH b    -0.01  0.53  0.48  0.00    10.92   -22.66   -11.74   -11.48
CO a     0.65  0.35  0.00  1.00    28.93  -110.79   -81.87   -60.69
CO b     0.59  0.42 -0.00  0.00    34.89  -155.14  -120.25  -138.91
lone a   0.96  0.04 -0.00  0.00    37.56  -478.60  -441.05  -411.82
lone b   1.01 -0.01  0.00  0.00    43.70   -68.21   -24.52    -9.25
sum (ppm): dia 452.11, para -862.11, common -410.0047, dist -374.00
Finite field B = 5.0e-04 a.u.: para total -862.11 ppm
Largest orbital error, finite field: 3.1e-03 ppm
Largest orbital error, Biot-Savart: 1.2e-06 ppm
Eigenvalue limits of one contribution: -489.04 to 276.10 ppm
Equalized set: each -51.25 ppm, spread 1.4e-03 ppm
Large basis, ppm, order: O core, C core, CH a, CH b, CO a, CO b, lone a, lone b
Boys common: 271.25 0.89 -26.02 -26.02 -89.43 -89.43 -243.95 -243.95; sum -446.67
Boys dist: 271.24 0.06 -23.77 -23.77 -101.66 -101.66 -233.21 -233.21; sum -445.98
Boys large-basis pi weights, CO and lone pairs: 0.50 0.50 0.00 0.00
PM common: 271.25 0.89 -14.73 -14.73 -92.23 -128.53 -439.15 -29.44; sum -446.67
PM dist: 271.24 0.09 -13.24 -13.24 -70.16 -176.30 -409.35 -35.42; sum -446.39
PM large-basis pi weights, CO and lone pairs: 1.00 0.00 0.00 0.00
small: largest Boys/PM gap of sorted orbital parts 199.28 ppm
small: Boys/PM gap of distributed total tensor (norm) 96.756 ppm
small: total with common origin at C -429.53 ppm, shift 19.52 ppm
large: largest Boys/PM gap of sorted orbital parts 195.19 ppm
large: Boys/PM gap of distributed total tensor (norm) 2.222 ppm
large: total with common origin at C -446.75 ppm, shift 0.09 ppm
verified
```
